# The mean spin operator of a free Dirac particle: a program that tests the result

```python
"""
Mean spin operator of a free Dirac particle (hbar = 1 throughout).
H = c alpha.p + beta m c^2,  E = sqrt(m^2 c^4 + c^2 p^2)
U = exp(beta alpha.phat theta/2), tan(theta) = p/(m c), gives U H U^+ = beta E.
Result under test:
  Sigma_M = U^+ Sigma U
          = Sigma - i beta c (alpha x p)/E - c^2 p x (Sigma x p)/(E (E + m c^2))
commutes with H, while dSigma/dt = -2 c alpha x p.
"""
import numpy as np
from scipy.linalg import expm
from scipy import constants as const

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
one2 = np.eye(2)
one4 = np.eye(4)
alpha = np.array([np.kron(pauli[0], s) for s in pauli])
Sigma = np.array([np.kron(one2, s) for s in pauli])
beta = np.kron(pauli[2], one2)
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1


def dot(A, p):
    return np.einsum('iab,i->ab', A, p)


def cross(A, p):
    """Matrix-valued vector A times numerical vector p."""
    return np.einsum('ijk,jab,k->iab', eps, A, p)


def comm(A, B):
    return A @ B - B @ A


def hamiltonian(p, m, c):
    return c * dot(alpha, p) + beta * m * c**2


def energy(p, m, c):
    return np.sqrt(m**2 * c**4 + c**2 * np.dot(p, p))


def fw_exponential(p, m, c):
    size = np.linalg.norm(p)
    theta = np.arctan2(size, m * c)
    return expm(beta @ dot(alpha, p) / size * theta / 2)


def mean_spin_formula(p, m, c):
    E = energy(p, m, c)
    double_cross = -cross(cross(Sigma, p), p)      # p x (Sigma x p)
    return (Sigma - 1j * c * (beta @ cross(alpha, p)) / E
            - c**2 * double_cross / (E * (E + m * c**2)))


def close(A, B, tol=1e-11):
    return np.max(np.abs(np.asarray(A) - np.asarray(B))) < tol


# General tests at random momenta, with m and c different from one
rng = np.random.default_rng(7)
m, c = 1.3, 1.7
for trial in range(6):
    p = rng.normal(size=3) * 1.5
    H, E = hamiltonian(p, m, c), energy(p, m, c)
    U = fw_exponential(p, m, c)
    Ud = U.conj().T
    rest = m * c**2
    closed = ((E + rest) * one4 + c * beta @ dot(alpha, p)) \
        / np.sqrt(2 * E * (E + rest))
    assert close(U, closed)
    assert close(U @ H @ Ud, beta * E)

    # back-transform against the derived operator, in both of its forms
    SM = Ud @ Sigma @ U
    assert close(SM, mean_spin_formula(p, m, c))
    along = np.array([pi * dot(Sigma, p) for pi in p])
    second_form = (rest / E * Sigma + c**2 * along / (E * (E + rest))
                   - 1j * c * (beta @ cross(alpha, p)) / E)
    assert close(SM, second_form)

    # spin algebra and conservation, using the derived operator
    SF = mean_spin_formula(p, m, c)
    for i in range(3):
        assert close(SF[i] @ SF[i], one4)
        assert close(comm(H, SF[i]), 0 * one4)
        for j in range(3):
            assert close(comm(SF[i], SF[j]),
                         2j * np.einsum('k,kab->ab', eps[i, j], SF))

    # torque on Sigma from a finite difference of its Heisenberg motion
    dt = 1e-4
    fwd, bwd = expm(1j * H * dt), expm(-1j * H * dt)
    torque = (fwd @ Sigma @ bwd - bwd @ Sigma @ fwd) / (2 * dt)
    # central difference error is of order (2 E dt)^2 times the torque
    assert close(torque, -2 * c * cross(alpha, p), 1e-4)
    assert np.max(np.abs(torque)) > 0.1
    assert close(comm(H, dot(Sigma, p)), 0 * one4)

    # the torque has no matrix elements between positive-energy states
    positive = np.linalg.eigh(H)[1][:, 2:]
    for i in range(3):
        inside = positive.conj().T @ comm(H, Sigma[i]) @ positive
        assert close(inside, 0 * one2)

    # U commutes with J = L + Sigma/2, where L = -i p x grad_p
    h = 1e-5
    grad = np.array([(fw_exponential(p + h * e, m, c)
                      - fw_exponential(p - h * e, m, c)) / (2 * h)
                     for e in np.eye(3)])
    orbital = -1j * np.einsum('ijk,j,kab->iab', eps, p, grad)
    spin = 0.5 * np.array([comm(s, U) for s in Sigma])
    assert close(orbital + spin, 0 * Sigma, 1e-8)   # difference error
    assert np.max(np.abs(spin)) > 1e-2

    # positive-energy block of the FW image of Sigma
    image = (U @ Sigma @ Ud)[:, :2, :2]
    block = pauli + c**2 * cross(cross(pauli, p), p) / (E * (E + rest))
    assert close(image, block)

    # another transformation to beta E gives another conserved spin
    W = expm(0.3j * dot(Sigma, p) / np.linalg.norm(p)) @ U
    other = W.conj().T @ Sigma @ W
    assert close(W @ H @ W.conj().T, beta * E)
    assert all(close(comm(H, s), 0 * one4) for s in other)
    assert not close(other, SM, 1e-2)

    # a potential that couples p and q spoils the conservation
    q = rng.normal(size=3) * 1.5
    v = 0.2
    zero = np.zeros((4, 4))
    Hq = hamiltonian(q, m, c)
    SQ = mean_spin_formula(q, m, c)
    free = np.block([[H, zero], [zero, Hq]])
    coupled = np.block([[H, v * one4], [v * one4, Hq]])
    largest = 0.0
    for i in range(3):
        both = np.block([[SF[i], zero], [zero, SQ[i]]])
        assert close(comm(free, both), 0 * both)
        change = comm(coupled, both)
        assert close(change[:4, 4:], v * (SQ[i] - SF[i]))
        largest = max(largest, np.max(np.abs(change)))
    assert largest > 1e-3

# Worked example in units m = c = hbar = 1
p = np.array([0.75, 0.0, 0.0])
H, E = hamiltonian(p, 1, 1), energy(p, 1, 1)
SM = mean_spin_formula(p, 1, 1)
start = np.array([1, 0, 0, 0], dtype=complex)
period = np.pi / E


def expect(A, state):
    return np.vdot(state, A @ state).real


def evolve(t):
    return expm(-1j * H * t) @ start


samples = np.arange(200) * period / 200
dirac = np.array([expect(Sigma[2], evolve(t)) for t in samples])
mean = np.array([expect(SM[2], evolve(t)) for t in samples])
assert close(dirac, 1 - 2 * (p[0] / E)**2 * np.sin(E * samples)**2)
assert close(mean, 1 / E)
assert close(dirac.mean(), 1 / E**2)
values, vectors = np.linalg.eigh(H)
negative = vectors[:, :2]
positive = vectors[:, 2:]
weight_neg = np.sum(np.abs(negative.conj().T @ start)**2)
assert close(weight_neg, (1 - 1 / E) / 2)

print("Momentum along x: %.4f mc" % p[0])
print("Energy E: %.4f mc^2" % E)
print("cp/E: %.4f (dimensionless)" % (p[0] / E))
print("mc^2/E: %.4f (dimensionless)" % (1 / E))
print("FW angle theta: %.4f degrees" % np.degrees(np.arctan2(p[0], 1)))
print("Negative-energy weight of start state: %.4f" % weight_neg)
print("Period of <Sigma_z>: %.4f hbar/(mc^2)" % period)
time_unit = const.hbar / (const.m_e * const.c**2)
print("Same period for the electron: %.4e s" % (period * time_unit))
print("Time/period, <Sigma_z>, <Sigma_M,z> (dimensionless):")
for fraction in (0, 0.125, 0.25, 0.375, 0.5, 0.75, 1):
    state = evolve(fraction * period)
    print("  %.3f  %.4f  %.4f" % (fraction, expect(Sigma[2], state),
                                  expect(SM[2], state)))
print("Minimum of <Sigma_z>: %.4f" % dirac.min())
print("Maximum of <Sigma_z>: %.4f" % dirac.max())
print("Time average of <Sigma_z>: %.4f" % dirac.mean())
print("Spread (max - min) of <Sigma_M,z>: %.1e" % np.ptp(mean))

# Positive-energy state with mean spin up along z
up = fw_exponential(p, 1, 1).conj().T @ start
assert close(H @ up, E * up)
assert close(expect(SM[2], up), 1)
assert close(expect(Sigma[2], up), 1 / E)
projected = np.linalg.eigvalsh(positive.conj().T @ Sigma[2] @ positive)
projected_mean = np.linalg.eigvalsh(positive.conj().T @ SM[2] @ positive)
assert close(projected, [-1 / E, 1 / E])
assert close(projected_mean, [-1, 1])
print("Positive-energy state, mean spin up:")
print("  components: %.4f %.4f %.4f %.4f" % tuple(up.real))
print("  <Sigma_z>: %.4f" % expect(Sigma[2], up))
print("  <Sigma_M,z>: %.4f" % expect(SM[2], up))
print("Eigenvalues of projected Sigma_z: %.4f %.4f" % tuple(projected))
print("Eigenvalues of projected Sigma_M,z: %.4f %.4f"
      % tuple(projected_mean))

# Transverse picture change for an electron with p = 1 atomic unit
small = np.array([const.fine_structure, 0.0, 0.0])
U = fw_exponential(small, 1, 1)
shift = (U @ Sigma[2] @ U.conj().T)[0, 0].real - 1
leading = -const.fine_structure**2 / 2
assert abs(shift / leading - 1) < 1e-3    # next order is of size p^2
print("p = 1 atomic unit: %.6e mc" % small[0])
print("  transverse factor minus 1: %.4e" % shift)
print("  leading term -p^2/(2 m^2 c^2): %.4e" % leading)
print("OK")
```

It prints:

```
Momentum along x: 0.7500 mc
Energy E: 1.2500 mc^2
cp/E: 0.6000 (dimensionless)
mc^2/E: 0.8000 (dimensionless)
FW angle theta: 36.8699 degrees
Negative-energy weight of start state: 0.1000
Period of <Sigma_z>: 2.5133 hbar/(mc^2)
Same period for the electron: 3.2373e-21 s
Time/period, <Sigma_z>, <Sigma_M,z> (dimensionless):
  0.000  1.0000  0.8000
  0.125  0.8946  0.8000
  0.250  0.6400  0.8000
  0.375  0.3854  0.8000
  0.500  0.2800  0.8000
  0.750  0.6400  0.8000
  1.000  1.0000  0.8000
Minimum of <Sigma_z>: 0.2800
Maximum of <Sigma_z>: 1.0000
Time average of <Sigma_z>: 0.6400
Spread (max - min) of <Sigma_M,z>: 1.4e-15
Positive-energy state, mean spin up:
  components: 0.9487 0.0000 0.0000 0.3162
  <Sigma_z>: 0.8000
  <Sigma_M,z>: 1.0000
Eigenvalues of projected Sigma_z: -0.8000 0.8000
Eigenvalues of projected Sigma_M,z: -1.0000 1.0000
p = 1 atomic unit: 7.297353e-03 mc
  transverse factor minus 1: -2.6625e-05
  leading term -p^2/(2 m^2 c^2): -2.6626e-05
OK
```
